# Second-order Fröhlich polaron energy: two-phonon diagrams and Feynman's variational coefficient

## Problem

An electron in a parabolic band couples to dispersionless optical phonons of frequency $\omega$. With $\hbar=\omega=2m=1$ and volume $\Omega$,

$$H=p^2+\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}+\sum_{\mathbf q}V_q\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{h.c.}\right),\qquad V_q^2=\frac{4\pi\alpha}{\Omega q^2}.$$

Energies are in units of $\hbar\omega$. The temperature and the total momentum are zero, and $\Omega\to\infty$. Write the ground-state energy as $E=-\alpha+e_2\alpha^2+O(\alpha^3)$.

1. Express $e_2$ through the self-energy. Is it the sum of the rainbow and crossed two-phonon diagrams?
2. Evaluate both diagrams numerically and check them analytically.
3. Find the $\alpha^2$ coefficient of Feynman's variational energy and compare.

## Hints

- **For 1.** The energy solves $E=\Sigma(E)$, so the one-phonon term must be evaluated at the shifted energy.
- **For 2.** Average over the angle between the phonon momenta, then map each momentum to a finite interval with $q=\tan\theta$. For the analytic check, write the two-phonon denominator as the Fourier transform of a Yukawa function.
- **For 3.** Feynman's trial action describes an electron bound by a spring to a second particle. At weak coupling its two frequencies $v$ and $w$ differ by an amount of order $\alpha$.

## Solution

### 1. The pole condition

The transformation $\exp(-i\mathbf r\cdot\sum\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q})$ removes $\mathbf r$ from the coupling and turns $\mathbf p$ into the total momentum minus the phonon momentum. At zero total momentum,

$$H=\Big(\sum_{\mathbf q}\mathbf q\,a^\dagger_{\mathbf q}a_{\mathbf q}\Big)^2+\sum_{\mathbf q}a^\dagger_{\mathbf q}a_{\mathbf q}+W,\qquad W=\sum_{\mathbf q}V_q(a_{\mathbf q}+a^\dagger_{\mathbf q}).$$

Without $W$, the one- and two-phonon energies are $d_q=1+q^2$ and $D=2+|\mathbf q+\mathbf k|^2$. Eliminating all states except the phonon vacuum gives $E=\Sigma_1(E)+\Sigma_2(E)+\dots$, where $\Sigma_n\propto\alpha^n$ and the vacuum is excluded as an intermediate state.

Since $\sum_{\mathbf q}V_q^2f(q)=(2\alpha/\pi)\int_0^\infty dq\,f(q)$ for isotropic $f$,

$$\Sigma_1(E)=-\frac{2\alpha}{\pi}\int_0^\infty\frac{dq}{1+q^2-E}=-\frac{\alpha}{\sqrt{1-E}}.$$

Hence $\Sigma_1(0)=-\alpha$ and $\Sigma_1'(0)=-\alpha/2$. Inserting $E=-\alpha+O(\alpha^2)$ into $\Sigma_1(E)$ and collecting second-order terms gives

$$e_2\alpha^2=\Sigma_2(0)+\Sigma_1(0)\Sigma_1'(0)=\Sigma_2(0)+\tfrac12\alpha^2.$$

So the two diagrams at the bare energy do not suffice. The quantity $-\Sigma_1'(0)=\sum V_q^2/d_q^2=\alpha/2$ is the leading-order mean phonon number, and the added term accounts for the normalization of this cloud.

In $\Sigma_2$, phonon $\mathbf q$ is created first and $\mathbf k$ second. Removing $\mathbf k$ first gives the rainbow; removing $\mathbf q$ first gives the crossed diagram. Three negative energy denominators give an overall minus sign:

$$\Sigma_2(0)=-\sum_{\mathbf q\mathbf k}V_q^2V_k^2\left[\frac1{d_q^2D}+\frac1{d_qd_kD}\right].$$

This rule was tested on a model with six generic modes. Diagonalization gives an $\alpha^2$ coefficient of $-0.001615$; the diagrams give $-0.203308$ and the pole term $+0.201693$, with the same sum.

The two parts have opposite signs, and their sum can be written as one expression. Symmetrizing in $\mathbf q,\mathbf k$, the diagrams contribute $-(d_q+d_k)^2/(2d_q^2d_k^2D)$ and the pole term $+(d_q+d_k)/(2d_q^2d_k^2)$. Because $D-d_q-d_k=2\mathbf q\cdot\mathbf k$,

$$e_2\alpha^2=\sum_{\mathbf q\mathbf k}V_q^2V_k^2\,\frac{(d_q+d_k)\,\mathbf q\cdot\mathbf k}{d_q^2d_k^2D}.$$

What survives is the recoil correlation between two phonons. Its size and sign depend on how the momenta are distributed, so the value and even the sign of the remainder in the six-mode model are particular to the momenta chosen there. In the isotropic continuum, $\mathbf q\cdot\mathbf k$ takes both signs equally often at fixed $q$ and $k$. Opposite momenta have the smaller $D$ and therefore the larger weight, so $e_2<0$.

### 2. The two diagrams

With $\mu$ the cosine of the angle between the momenta, the averaged denominator is

$$K(q,k)=\frac12\int_{-1}^{1}\frac{d\mu}{2+q^2+k^2+2qk\mu}=\frac1{4qk}\ln\frac{2+(q+k)^2}{2+(q-k)^2}.$$

Let $R$ and $X$ be the rainbow and crossed contributions divided by $\alpha^2$. Then

$$R=-\frac4{\pi^2}\int_0^\infty\!\!\int_0^\infty\frac{K\,dq\,dk}{(1+q^2)^2},\qquad X=-\frac4{\pi^2}\int_0^\infty\!\!\int_0^\infty\frac{K\,dq\,dk}{(1+q^2)(1+k^2)}.$$

For $q=\tan\theta$ and $k=\tan\theta'$, $dq=(1+q^2)d\theta$ and likewise for $k$. The integrands over $0<\theta,\theta'<\pi/2$ become $K(1+k^2)/(1+q^2)$ for $R$ and $K$ for $X$. Gauss–Legendre quadrature with $n$ points per angle gives:

| $n$ | $R$ | $X$ | $R+X+\tfrac12$ |
|---|---|---|---|
| 50 | −0.3276934 | −0.1882266 | −0.0159200 |
| 100 | −0.3276932 | −0.1882264 | −0.0159197 |
| 400 | −0.3276932 | −0.1882264 | −0.0159196 |

The diagrams alone sum to $-0.51592$; the pole term brings this to $e_2=-0.01592$.

**Analytic check.** Start from

$$\frac1{2+p^2}=\int d^3r\,\frac{e^{-\sqrt2r}}{4\pi r}e^{i\mathbf p\cdot\mathbf r},\qquad \mathbf p=\mathbf q+\mathbf k.$$

Averaging over the directions of $\mathbf q$ and $\mathbf k$ replaces each plane wave by $\sin(qr)/(qr)$ or $\sin(kr)/(kr)$:

$$K=\int_0^\infty dr\,e^{-\sqrt2r}\,\frac{\sin(qr)\sin(kr)}{qkr}.$$

The identity $1/[q(\lambda+q^2)]=[1/q-q/(\lambda+q^2)]/\lambda$ and the standard integrals $\int_0^\infty dq\,\sin(qr)/q=\pi/2$ and $\int_0^\infty dq\,q\sin(qr)/(\lambda+q^2)=(\pi/2)e^{-\sqrt\lambda r}$ give

$$\frac2\pi\int_0^\infty\frac{\sin(qr)\,dq}{q(\lambda+q^2)}=\frac{1-e^{-\sqrt\lambda r}}\lambda.$$

At $\lambda=1$ this is $1-e^{-r}$. Applying $-d/d\lambda$ at $\lambda=1$ gives the integral with $(1+q^2)^2$, namely $1-(1+r/2)e^{-r}$. In the rainbow, the $k$ integral gives 1. Using $\int_0^\infty dr\,(e^{-ar}-e^{-br})/r=\ln(b/a)$,

$$R=-\int_0^\infty\frac{dr}r e^{-\sqrt2r}\left[1-e^{-r}-\frac r2e^{-r}\right]=-\ln\left(1+\frac1{\sqrt2}\right)+\frac{\sqrt2-1}2,$$

where the last term is $1/[2(\sqrt2+1)]$. For the crossed diagram, $(1-e^{-r})^2=(1-e^{-r})-(e^{-r}-e^{-2r})$, so

$$X=-\int_0^\infty\frac{dr}r e^{-\sqrt2r}(1-e^{-r})^2=-\ln\frac{\sqrt2+1}{\sqrt2}+\ln\frac{\sqrt2+2}{\sqrt2+1}=-\ln\frac{1+\sqrt2}2,$$

because $\sqrt2+2=\sqrt2(\sqrt2+1)$. Adding $\tfrac12$ to $R+X$,

$$e_2=-\left[2\ln(1+\sqrt2)-\frac32\ln2-\frac1{\sqrt2}\right]=-0.0159196.$$

A separate solution at finite $\alpha$, with at most two phonons, extrapolates to the same coefficient. That space suffices through $\alpha^2$: four actions of $W$ that begin and end in the vacuum reach at most two phonons.

### 3. Feynman's coefficient

Now use $\hbar=\omega=m=1$. The length unit grows by $\sqrt2$; $\alpha$ and $E$ are unchanged. Integrating out the linearly coupled phonons, with propagator $e^{-|t-s|}$, adds $-\tfrac12\iint\sum V_q^2e^{i\mathbf q\cdot(\mathbf x_t-\mathbf x_s)}e^{-|t-s|}$ to the action. The momentum sum is $\alpha/|\mathbf x_t-\mathbf x_s|$ in the old length unit and $\alpha/(\sqrt2|\mathbf x_t-\mathbf x_s|)$ in the new one. Thus

$$S=\frac12\int\dot{\mathbf x}^2dt-\frac{\alpha}{2^{3/2}}\iint dt\,ds\,\frac{e^{-|t-s|}}{|\mathbf x_t-\mathbf x_s|}.$$

The trial action is

$$S_0=\frac12\int\dot{\mathbf x}^2dt+\frac C2\iint dt\,ds\,|\mathbf x_t-\mathbf x_s|^2e^{-w|t-s|}.$$

It arises when the electron is tied by a spring $\kappa=Mw^2$ to a mass $M$ at $\mathbf y$. The $\mathbf y$ oscillator has propagator $e^{-w|t-s|}/(2Mw)$ per component, so integrating it out adds $-(\kappa^2/4Mw)\iint\mathbf x_t\cdot\mathbf x_s\,e^{-w|t-s|}$. With $\mathbf x_t\cdot\mathbf x_s=\frac12(x_t^2+x_s^2-|\mathbf x_t-\mathbf x_s|^2)$, the local terms cancel $\frac12\kappa\int x^2$, leaving $C=\kappa^2/(4Mw)=Mw^3/4$.

The internal frequency obeys $v^2=\kappa(1+1/M)=w^2(M+1)$, so $C=w(v^2-w^2)/4$. Removing the energy of the free $\mathbf y$ oscillator gives $E_0=\frac32(v-w)$.

Jensen's inequality, $\langle e^{-(S-S_0)}\rangle_0\ge e^{-\langle S-S_0\rangle_0}$, gives for a long imaginary time $\beta$

$$E\le E_F=E_0+\lim_{\beta\to\infty}\frac{\langle S-S_0\rangle_0}\beta.$$

Let $\sigma^2$ be the variance of one component of $\mathbf x_\tau-\mathbf x_0$. The centre of mass contributes $\tau/(M+1)=(w/v)^2\tau$. The relative coordinate, with reduced mass $\mu_r=M/(M+1)=(v^2-w^2)/v^2$, enters $\mathbf x$ with factor $\mu_r$ and contributes $\mu_r^2(1-e^{-v\tau})/(\mu_rv)$. Therefore

$$\sigma^2=\frac{w^2}{v^2}\tau+\frac{v^2-w^2}{v^3}(1-e^{-v\tau}).$$

The quadratic part of $S_0$ has mean, per unit time,

$$3C\int_0^\infty d\tau\,e^{-w\tau}\sigma^2=3C\left[\frac1{v^2}+\frac{v-w}{v^2w}\right]=\frac{3C}{vw}=\frac{3(v^2-w^2)}{4v}.$$

Subtracting it from $E_0$ leaves $3(v-w)^2/(4v)$. A three-dimensional Gaussian has $\langle1/|\mathbf x_\tau-\mathbf x_0|\rangle=\sqrt{2/\pi}/\sigma$, and the two time orderings give a factor 2. Hence

$$E_F=\frac{3(v-w)^2}{4v}-\frac\alpha{\sqrt\pi}\int_0^\infty d\tau\,\frac{e^{-\tau}}\sigma.$$

Set $v=w(1+\varepsilon)$. The cost is quadratic in $\varepsilon$ and the gain is of order $\alpha\varepsilon$, so $\varepsilon=O(\alpha)$. To first order,

$$\frac1\sigma=\frac1{\sqrt\tau}\left[1+\varepsilon-\varepsilon\frac{1-e^{-w\tau}}{w\tau}\right].$$

The first integral is $\int_0^\infty e^{-\tau}\tau^{-1/2}d\tau=\sqrt\pi$. The second, $F(w)=\int_0^\infty e^{-\tau}\tau^{-3/2}(1-e^{-w\tau})d\tau$, has $F(0)=0$ and $F'(w)=\sqrt{\pi/(1+w)}$, so $F=2\sqrt\pi(\sqrt{1+w}-1)$. With $P=2(\sqrt{1+w}-1)/w$,

$$E_F=-\alpha+\frac34w\varepsilon^2-\alpha\varepsilon(1-P)+O(\alpha^3).$$

The minimum over $\varepsilon$ is at $\varepsilon=2\alpha(1-P)/(3w)$, with second-order energy $-\alpha^2(1-P)^2/(3w)$. Put $s=\sqrt{1+w}$. Then $w=(s-1)(s+1)$, $1-P=(s-1)/(s+1)$, and the coefficient is

$$-\frac{s-1}{3(s+1)^3}.$$

Its derivative vanishes when $s+1=3(s-1)$, so $s=2$ and $w=3$. The coefficient is $-1/(3\cdot27)=-1/81=-0.012346$. Numerical minimization of the full $E_F$, extrapolated to $\alpha=0$, gives $-0.012346$ and $w=3.000$.

**Comparison.** Both energies begin with $-\alpha$, so the upper bound requires Feynman's coefficient to lie above $e_2$. It does, by $0.00357$. The ratio $0.012346/0.015920=0.7755$ says that the quadratic trial action captures about 78% of the second-order lowering.

At $\alpha=1$, the series through $\alpha^2$ gives $-1.01592$, while the minimized $E_F$ is $-1.01303$. The latter is guaranteed to be an upper bound; the truncated series carries no such guarantee, since its omitted terms have not been bounded. A momentum cutoff or phonon dispersion generally changes the integrals, and hence the first-order term $-\alpha$ as well as both $\alpha^2$ coefficients. A nonparabolic band generally changes $e_2$ too, but the Feynman functional above assumes a parabolic band and would have to be derived anew.

## Variation 1: an immobile electron

*What happens to the $\alpha^2$ term without recoil?* Let the mass become infinite and keep a finite set of modes, so that $G=\sum V_q^2$ is finite. Every one-phonon energy is 1 and every two-phonon energy is 2. Each diagram equals $-G^2/2$. From $\Sigma_1=-G/(1-E)$, the pole term is $(-G)(-G)=+G^2$, and the second-order energy vanishes.

This agrees with completing the square: $a^\dagger a+V(a+a^\dagger)=(a^\dagger+V)(a+V)-V^2$ for each mode, so the ground-state energy is $-G$. The two diagrams without the pole term would give a spurious $-G^2$.

## Variation 2: a fixed trial frequency

*How much is lost if $w$ is not optimized?* For $w=8$, $s=3$ and the coefficient is $-2/(3\cdot64)=-1/96=-0.010417$. For $w=1$ it is $-0.009812$. These are 84% and 79% of the optimum $-1/81$.

For $w\to0$, $s-1\approx w/2$ and the coefficient tends to $-w/48$. For $w\to\infty$ it tends to $-1/(3w)$. The second-order gain vanishes in both limits, so the best trial memory time, $1/w$, is finite: one third of $1/\omega$ at weak coupling.

The numerical output lists the values used here.

## Computed values

```
Energies in units of the phonon energy hbar*omega
grid points, rainbow/alpha^2, crossed/alpha^2, e2:
    50  -0.3276934  -0.1882266  -0.0159200
   100  -0.3276932  -0.1882264  -0.0159197
   200  -0.3276932  -0.1882264  -0.0159196
   400  -0.3276932  -0.1882264  -0.0159196
rainbow, closed form / alpha^2       = -0.3276932
crossed, closed form / alpha^2       = -0.1882264
rainbow + crossed / alpha^2          = -0.5159196
Sigma1(0)/alpha                      = -1.0000000
Sigma1'(0)/alpha                     = -0.5000000
pole correction / alpha^2            = 0.5000000
e2, closed form                      = -0.0159196
e2, finite-alpha continuum solution  = -0.0159196
Fock model: alpha^2 coeff, diagonalized = -0.001615
Fock model: two diagrams alone          = -0.203308
Fock model: pole correction             = 0.201693
Feynman alpha^2 coefficient at fixed w: w, numerical, formula
  1.0  -0.009813  -0.009812
  3.0  -0.012346  -0.012346
  8.0  -0.010417  -0.010417
Feynman coefficient, extrapolated    = -0.012346
-1/81                                = -0.012346
optimal w extrapolated to alpha = 0  = 3.000
ratio (-1/81)/e2                     = 0.7755
difference -1/81 - e2                = 0.003574
alpha = 1: series through alpha^2    = -1.01592
alpha = 1: -alpha - alpha^2/81       = -1.01235
alpha = 1: Feynman minimum           = -1.01303
alpha = 1: optimal v, w (units omega) = 3.110, 2.871
```
